# Low-spin rhodium(III) in an octahedral crystal field

## Problem

In several p-type oxides, rhodium is present as Rh³⁺ surrounded by six oxide ions. Treat one such ion as a free ion placed at the centre of a regular octahedron of negative point charges. Leave out spin-orbit coupling, covalent bonding and any distortion.

(a) How many d electrons does the ion have?

(b) Show that the five d levels split into a triplet (t2g) and a doublet (eg), separated by an energy \(\Delta\). Find both levels relative to their mean.

(c) Assign the electrons for the low-spin case. Find the crystal-field energy, that is, the sum of the one-electron energies counted from the mean d level.

(d) How large must \(\Delta\) be for this assignment to lie below the high-spin one? Evaluate the result for \(\Delta=3\) eV and Racah parameters \(B=0.05\) eV and \(C=0.20\) eV. These are round model values, not data for a particular oxide.

## Hints

1. Rhodium has atomic number 45, and krypton has 36 electrons.
2. Expand the potential of the six charges in Legendre polynomials. A product of two d functions contains no angular part of degree above four.
3. The density of a shell with one electron in each d orbital is spherical. What does this say about the sum of the five level shifts?
4. Count the places in the lower set before placing electrons.
5. For (d), each pair of electrons contributes a Coulomb integral, and each pair with parallel spins also contributes minus an exchange integral.

## Solution

### (a) Electron count

The ion has \(45-3=42\) electrons. The krypton core takes 36, so six remain. They occupy 4d and not 5s: an unrestricted Hartree-Fock calculation for the free ion, with the LANL2DZ basis and core potential, puts 4d⁵5s¹ (all six spins parallel) about 11.5 eV above high-spin 4d⁶. This value is not converged: with the def2-SVP, def2-TZVP and def2-QZVP bases and their core potential it drops to 9.0, 7.9 and 7.5 eV. The method also omits electron correlation, so 11.5 eV is not an accurate excitation energy. Only the order of the two configurations is used here. The ion is d⁶.

### (b) Splitting and mean level

Let each ligand have charge \(-Ze\) and distance \(a\) from the nucleus. In Gaussian units an electron at \(\mathbf r\) has the energy

\[
V=Ze^2\sum_{i=1}^{6}\frac{1}{|\mathbf r-\mathbf R_i|}
=Ze^2\sum_k\frac{r^k}{a^{k+1}}\sum_{i=1}^{6}P_k(\cos\gamma_i),\qquad r<a .
\]

The sign is positive because electron and ligand repel. Write \(x,y,z\) for the components of the unit vector \(\mathbf r/r\), so that \(x^2+y^2+z^2=1\). The six cosines are \(\pm x,\pm y,\pm z\).

- Odd \(k\) cancel between opposite ligands.
- \(k=0\) gives \(6Ze^2/a\), the same for all d orbitals.
- \(k=2\) gives \(3(x^2+y^2+z^2)-3=0\).
- \(k=4\), with \(P_4(u)=(35u^4-30u^2+3)/8\), gives

\[
\frac{35(x^4+y^4+z^4)-30+9}{4}=\frac{35}{4}Q,\qquad Q=x^4+y^4+z^4-\frac35 .
\]

- \(k\ge 6\) has no matrix elements between d functions, by hint 2.

The splitting therefore comes from \(\frac{35}{4}Ze^2(r^4/a^5)\,Q\).

Angular averages, written \(\langle\cdot\rangle\), follow from three independent Gaussian variables of unit variance. Their moments are products of double factorials, and the mean of the radius to the power \(2n\) is \((2n+1)!!\). Dividing one by the other gives

\[
\langle x^{2p}y^{2q}z^{2s}\rangle=\frac{(2p-1)!!\,(2q-1)!!\,(2s-1)!!}{(2n+1)!!},\qquad n=p+q+s .
\]

The normalized xy orbital has angular density \(15x^2y^2/4\pi\), since \(\langle x^2y^2\rangle=1/15\). Hence

\[
15\langle x^2y^2Q\rangle=15\,\frac{15+15+3}{945}-\frac35=\frac{11}{21}-\frac35=-\frac{8}{105}.
\]

Multiplying by 35/4 gives \(-2/3\). With \(\overline{r^4}\) the radial mean over the 4d orbital,

\[
E_t=-\frac23\,\frac{Ze^2\,\overline{r^4}}{a^5}.
\]

Exchanging the axes turns xy into yz and zx, so these three orbitals share this level. They do not mix with each other or with the remaining two, because the products are odd in at least one coordinate while \(Q\) is even.

The orbitals \(x^2-y^2\) and \(3z^2-1\) do not mix either: the exchange of \(x\) and \(y\) changes the sign of the first and not of the second. They are degenerate, as a cyclic exchange of the axes shows:

\[
y^2-z^2=-\tfrac12(x^2-y^2)-\tfrac{\sqrt3}{2}\,\frac{3z^2-1}{\sqrt3}.
\]

The left side must have the same energy \(E_1\) as \(x^2-y^2\). The right side has energy \(\frac14E_1+\frac34E_2\), with \(E_2\) the energy of the other orbital. Therefore \(E_1=E_2=E_e\).

The five angular densities add up to the constant \(5/4\pi\), and \(\langle Q\rangle=3\cdot\frac15-\frac35=0\). The shifts therefore sum to zero:

\[
3E_t+2E_e=0 .
\]

Thus \(E_e=-\frac32E_t=+Ze^2\,\overline{r^4}/a^5\), and \(\Delta=E_e-E_t=\frac53Ze^2\,\overline{r^4}/a^5\). Physically, the eg lobes point at the negative ligands and the t2g lobes point between them.

The levels in units of \(\Delta\) need only the sum rule. Inserting \(E_e=E_t+\Delta\) gives \(5E_t+2\Delta=0\), so

\[
E_t=-\frac25\Delta,\qquad E_e=+\frac35\Delta .
\]

A measured or fitted \(\Delta\) can be used here even when the point-charge estimate of its size is poor.

### (c) Low-spin assignment

The three t2g orbitals hold two electrons each, which makes six places for six electrons. The configuration is t2g⁶ eg⁰. Of the 210 ways to put six electrons into ten spin-orbitals, this is the one with the lowest sum of one-electron energies, because any other has at least one electron in eg. All electrons are paired, so \(S=0\). The crystal-field energy is

\[
E_{\rm cf}=6\left(-\frac25\Delta\right)+0\cdot\frac35\Delta=-\frac{12}{5}\Delta=-2.4\,\Delta .
\]

For \(\Delta=3\) eV the levels lie at \(-1.2\) eV and \(+1.8\) eV, and \(E_{\rm cf}=6(-1.2)=-7.2\) eV, or about \(-695\) kJ/mol.

This number is neither a total energy nor a binding energy. It omits the common shift \(6Ze^2/a\) per electron and the repulsion among the d electrons.

In a solid the levels broaden into bands. If the low-spin filling is kept and the two sets of bands do not overlap, those derived from t2g are full and those derived from eg are empty. Removing electrons from the full bands then creates holes, which can carry a p-type current if they are mobile. The ionic model does not say how mobile they are, nor how much oxygen 2p character the hole states have in a real oxide.

### (d) Condition for low spin

The high-spin configuration is t2g⁴ eg², with five electrons of spin up, one in each orbital, and a sixth of spin down in t2g. Its crystal-field energy is \(4(-0.4\Delta)+2(0.6\Delta)=-0.4\Delta\). Low spin thus gains \(2\Delta\) from the field. It also has three doubly occupied orbitals instead of one, and this costs repulsion energy.

Let all d orbitals have the same radial function. Expanding \(e^2/r_{12}\) in Legendre polynomials leaves three radial integrals \(F^0,F^2,F^4\). For an angular function \(f_k\) of degree \(k\), integrating \(P_k(\cos\gamma)f_k\) over one electron's angles returns \(4\pi f_k/(2k+1)\). If two orbital products are \((15/4\pi)g\) and \((15/4\pi)h\), their interaction is therefore

\[
\sum_{k=0,2,4}\frac{225}{2k+1}\,\langle g_kh_k\rangle F^k .
\]

**Integrals within t2g.** For the density of xy take \(g=x^2y^2\). Its constant part is 1/15. Its degree-two part is \(-\frac1{21}(3z^2-1)\), because \(\langle x^2y^2(3z^2-1)\rangle=-\frac4{105}\) and \(\langle(3z^2-1)^2\rangle=\frac45\). The degree-four average is what remains of \(\langle gh\rangle\) after the lower parts are subtracted.

Two electrons in the same orbital have \(\langle g_2^2\rangle=\frac4{2205}\) and \(\langle g_4^2\rangle=\frac1{105}-\frac1{225}-\frac4{2205}=\frac{36}{11025}\), so

\[
J_0=F^0+\tfrac{4}{49}F^2+\tfrac{36}{441}F^4 .
\]

For xy and yz, \(h=y^2z^2\) has degree-two part \(-\frac1{21}(3x^2-1)\), and \(\langle(3z^2-1)(3x^2-1)\rangle=-\frac25\). Then \(\langle g_2h_2\rangle=-\frac2{2205}\) and \(\langle g_4h_4\rangle=\frac1{315}-\frac1{225}+\frac2{2205}=-\frac4{11025}\), so

\[
J'=F^0-\tfrac{2}{49}F^2-\tfrac{4}{441}F^4 .
\]

For exchange, both products are \(xzy^2\). The constant part vanishes and the degree-two part is \(xz/7\). The averages are \(\frac1{735}\) and \(\frac1{315}-\frac1{735}=\frac4{2205}\), so

\[
K'=\tfrac{3}{49}F^2+\tfrac{20}{441}F^4 .
\]

**Low spin.** Of the 15 electron pairs, 3 share an orbital and 12 do not; 6 of these 12 have parallel spins:

\[
W_{\rm low}=3J_0+12J'-6K'=15F^0-\tfrac{30}{49}F^2-\tfrac{60}{441}F^4 .
\]

**High spin.** The five parallel electrons contribute \(\frac12\sum_{ij}(J_{ij}-K_{ij})\), where the terms \(i=j\) cancel. Their density is spherical, so \(\sum J_{ij}=25F^0\). For the exchange sum use \(\sum_i d_i(1)d_i(2)=\frac5{4\pi}P_2(\cos\gamma)\) and \(P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4\):

\[
\sum_{ij}K_{ij}=25\left(\tfrac15F^0+\tfrac27\cdot\tfrac15F^2+\tfrac{18}{35}\cdot\tfrac19F^4\right)=5F^0+\tfrac{10}{7}(F^2+F^4).
\]

The sixth electron has opposite spin, hence no exchange, and it repels the spherical shell with \(5F^0\). In total

\[
W_{\rm high}=15F^0-\tfrac57(F^2+F^4).
\]

**Difference.** Subtraction gives \(W_{\rm low}-W_{\rm high}=\frac5{49}F^2+\frac{255}{441}F^4\). The Racah parameters are defined by \(B=\frac{F^2}{49}-\frac{5F^4}{441}\) and \(C=\frac{5F^4}{63}\), so \(F^2=49B+7C\) and \(F^4=\frac{63}5C\). The difference becomes \(5B+\frac57C+\frac{51}7C=5B+8C\), and

\[
E_{\rm low}-E_{\rm high}=-2\Delta+5B+8C .
\]

Between these two configurations, low spin wins when

\[
\Delta>P,\qquad P=\frac{5B+8C}{2}.
\]

\(P\) is the cost per additional pair, including the exchange energy lost when spins are turned antiparallel. For the model values, \(P=(0.25+1.60)/2=0.925\) eV, well below \(\Delta=3\) eV. The net advantage of low spin is \(-6.00+1.85=-4.15\) eV in the energy difference, which is less than the 6 eV gained from the field alone.

## Variation 1: the size of the point-charge splitting

*Take \(Z=2\) and an electron shell at \(r=0.4a\). Compare the splitting with the common shift.*

Here \((r/a)^4=0.0256\), so

\[
\Delta=\frac53\cdot2\cdot0.0256\,\frac{e^2}{a}=0.0853\,\frac{e^2}{a}.
\]

The levels lie at \(-0.0341\,e^2/a\) and \(+0.0512\,e^2/a\) from their mean. The common shift is \(6Z=12\) in the same unit, so the splitting is about 0.7% of it. At fixed \(\overline{r^4}\) the splitting varies as \(a^{-5}\): shortening all ligand distances by 1% raises it by about 5%. For \(a=2.05\) Å, a typical Rh–O distance, \(e^2/a=7.0\) eV and this splitting is only 0.6 eV; a Hartree-Fock 4d orbital in place of the shell gives 0.7 eV. Both lie below \(P=0.925\) eV, so point charges of this size alone would leave the ion high spin. The value \(\Delta=3\) eV used in (c) and (d) is an input that the point-charge model does not produce. The assumption \(r<a\) is not the weak point at this distance, since less than 0.1% of that 4d density lies beyond \(a\). What the model leaves out is the bonding between 4d and oxygen 2p orbitals.

## Variation 2: repulsion mixes the configurations

*Keep \(\Delta=3\) eV and the same \(B\) and \(C\), but let the repulsion mix all d⁶ configurations. Is the shell still filled?*

The repulsion couples t2g⁶ to other singlets that contain eg electrons. Numerical diagonalization of the d⁶ Hamiltonian in the space of all determinants with three spins up and three down gives a ground state with \(S=0\), 5.983 electrons in t2g and 0.017 in eg. The filled shell is thus the leading configuration, not the complete state. The crystal-field energy of the mixed state is

\[
5.983(-1.2)+0.017(1.8)\approx-7.15\ \text{eV}=-2.38\,\Delta .
\]

This is 0.05 eV higher than before, yet the total energy is lower. The high-spin state is unaffected by mixing: its sixth electron sees a spherical shell, so the repulsion does not couple different orbitals for it. The low-spin advantage grows from 4.15 to 4.22 eV. The singlet therefore gains 0.07 eV in total, and its repulsion energy must fall by about 0.12 eV.

The lowering also moves the spin crossing. At \(\Delta=P\) the mixed singlet is already below the high-spin state, so high spin must lose its place at a smaller splitting. Repeating the diagonalization for different \(\Delta\) puts this point at 0.85 eV, about 8% below \(P\).

As \(\Delta\) increases, the coupling stays fixed while the energy gaps to the admixed configurations grow linearly. In a strong field the constant repulsion part of these gaps becomes negligible, and they are nearly proportional to \(\Delta\). The admixed amplitudes then fall as \(1/\Delta\) and the eg occupation as \(1/\Delta^2\), so \(E_{\rm cf}/\Delta\) tends to \(-2.4\). The value \(\Delta=3\) eV is not yet in this limit: the eg occupation times \(\Delta^2\) is 0.15 eV² there and approaches 0.30 eV² only at much larger \(\Delta\).
